# McIntyre's excess noise factor for electron-initiated avalanches

## Part I. Mean and variance of an avalanche with arbitrary profiles

When an avalanche region feeds an amplifier, the noise calculation must settle on a gain. A larger gain lifts the signal above the amplifier's noise, but impact ionization is random, and the avalanche adds noise of its own. The gain at which to stop depends on how fast this added noise grows, and so does the choice between injecting electrons and injecting holes. For an ionization ratio that is constant in space, both questions are answered by one formula for the excess noise factor. If the ratio varies, one must first know whether an average may be put in its place.

### Model, conventions and assumptions

The multiplication region occupies \(0<x<W\). Electrons drift towards \(x=W\) and holes towards \(x=0\). Atomic units are used in the algebra, so the elementary charge is 1. The ionization coefficients \(\alpha(x)\) for electrons and \(\beta(x)\) for holes are nonnegative, bounded functions with the dimension of an inverse length. The following is assumed.

1. **Local ionization.** An electron ionizes in a short path \(dx\) at \(x\) with probability \(\alpha(x)\,dx\), a hole with probability \(\beta(x)\,dx\), whatever happened to the carrier before. A carrier that has ionized continues with the same coefficients.
2. **Independence.** The carriers do not influence one another. The field is fixed, and there is no recombination or trapping.
3. **Slow observation.** The current is observed over times long compared with the duration of an avalanche.
4. **Finite gain.** The mean number of pairs per avalanche is finite.

Let \(m(x)\) be the random number of electron-hole pairs in the avalanche started by one pair born at \(x\), with that first pair included. Its mean, second moment and variance are

\[
M(x)=\langle m(x)\rangle,\qquad S(x)=\langle m(x)^2\rangle,\qquad V(x)=S(x)-M(x)^2 .
\]

An electron injected at \(x=0\) is equivalent to a pair born at \(x=0\), because the hole of such a pair leaves at once and has no path on which to ionize. The gain for electron injection is therefore \(M_0=M(0)\), and the excess noise factor is

\[
F=\frac{\langle m(0)^2\rangle}{\langle m(0)\rangle^2}=1+\frac{V(0)}{M_0^2}. \tag{1}
\]

A multiplier that turned every electron into the same number of electrons would have \(V(0)=0\) and \(F=1\).

### Lemma 1: sums over random events

Let events occur along a line with coordinate \(u\), with probability \(\lambda(u)\,du\) in each short segment, independently for different segments. Let an event at \(u\) contribute a random amount with mean \(a(u)\) and finite second moment \(b(u)\), independently of all else. Then the total \(Y\) has

\[
\langle Y\rangle=\int\lambda a\,du,\qquad \operatorname{Var}Y=\int\lambda b\,du. \tag{2}
\]

**Proof.** The segment \(du\) contributes nothing with probability \(1-\lambda\,du\), and the random amount with probability \(\lambda\,du\). Its contribution has mean \(\lambda a\,du\) and second moment \(\lambda b\,du\). Its variance is

\[
\lambda b\,du-(\lambda a\,du)^2 .
\]

The number of segments grows as \(1/du\), so the squared terms add up to something of order \(du\), which vanishes in the limit. Two events in one segment have a probability of order \(du^2\) and drop out for the same reason. Means add, and variances of independent contributions add, which gives (2). \(\square\)

The variance contains the full second moment \(b\), not the variance \(b-a^2\) of one contribution. Even if each event contributed a fixed amount, the total would fluctuate because the number of events does.

### Corollary: what the factor \(F\) measures

Let the primary electrons arrive independently at the mean rate \(I_0\), which is also the primary current since the charge is 1. One electron enters at \(x=0\), and \(m\) electrons leave at \(x=W\), so each primary delivers the charge \(m\). Apply Lemma 1 with time as the coordinate, \(\lambda=I_0\) and \(b=\langle m^2\rangle\). The charge \(Q\) collected in a long time \(T\) has

\[
\langle Q\rangle=I_0TM_0,\qquad \operatorname{Var}Q=I_0T\langle m^2\rangle .
\]

To turn this into a noise spectrum, let \(C(\tau)\) be the correlation function of the current fluctuations. Then

\[
\operatorname{Var}Q=\int_0^T\!\!\int_0^T C(t-t')\,dt\,dt'
=\int_{-T}^{T}(T-|\tau|)\,C(\tau)\,d\tau\;\to\; T\int_{-\infty}^{\infty}C(\tau)\,d\tau ,
\]

where the last step uses that \(C\) has died out long before \(|\tau|\) reaches \(T\). The one-sided spectral density, whose integral over positive frequencies is the variance of the current, has the low-frequency value \(S_I=2\int C\,d\tau\). Hence \(\operatorname{Var}Q=S_IT/2\), and

\[
S_I=2I_0\langle m^2\rangle=2I_0M_0^2F. \tag{3}
\]

The primary current alone has the shot noise \(2I_0\). A noiseless multiplier would raise it by \(M_0^2\). The factor \(F\) is what the randomness of the avalanche adds to that.

### Lemma 2: the mean

Define the ionization integral of any bounded function \(f\) by

\[
(Kf)(x)=\int_x^W\alpha f\,dx'+\int_0^x\beta f\,dx'. \tag{4}
\]

The first term belongs to the electron born at \(x\), which travels to \(W\), and the second to the hole, which travels to \(0\). Then the mean obeys

\[
M=1+KM,\qquad M(x)=M_0\,e^{-\varphi(x)},\qquad \varphi(x)=\int_0^x(\alpha-\beta)\,dx', \tag{5}
\]

\[
\frac1{M_0}=1-\int_0^W\alpha\,e^{-\varphi}\,dx. \tag{6}
\]

The gain is finite if and only if the right side of (6) is positive.

**Proof.** Every ionization at \(x'\) by one of the two first carriers creates a pair at \(x'\), which starts an avalanche of mean size \(M(x')\). The ionizing carrier is still counted with its own path. The total is the first pair plus these avalanches, so the mean rule of Lemma 1, applied to both paths, gives \(M=1+KM\).

Differentiate this equation. The lower limit of the first integral in (4) gives \(-\alpha M\), and the upper limit of the second gives \(+\beta M\):

\[
M'=-(\alpha-\beta)M. \tag{7}
\]

This integrates to the exponential in (5). At \(x=0\) the hole term vanishes, and the integral equation reads

\[
M_0=1+\int_0^W\alpha M\,dx=1+M_0\int_0^W\alpha e^{-\varphi}\,dx. \tag{8}
\]

Division by \(M_0\) gives (6). A finite gain therefore makes the right side of (6) positive.

For the converse, count only the pairs up to generation \(n\). The first pair is generation 0, the pairs made by its two carriers are generation 1, and so on. The mean \(M_n(x)\) of the truncated count is 1 for \(n=0\), and each further generation gives \(M_{n+1}=1+KM_n\). The symbol \(M_0\) without an argument keeps its meaning as the gain \(M(0)\). Suppose the right side of (6) is positive, and let \(M_*\) be the positive function defined by (5) and (6). The function \(1+KM_*\) has the same derivative as \(M_*\), by the differentiation above, and the same value at \(x=0\), by (8). So \(M_*=1+KM_*\), and in particular \(M_*\ge1\). If a truncated mean is at most \(M_*\), then the next one is at most \(1+KM_*=M_*\), because \(K\) has nonnegative weights. By induction all truncated means stay below \(M_*\). They increase with \(n\) towards the full mean, which is therefore finite. \(\square\)

Equation (7) compares neighbouring places of birth. Moving the birth a short way towards \(x=W\) takes a piece of path from the electron and gives it to the hole, so the mean falls where \(\alpha>\beta\) and rises where \(\beta>\alpha\). If \(\alpha>\beta\) everywhere, \(M(x)\) falls from \(x=0\) to \(x=W\).

### Lemma 3: the variance

If the gain is finite, the variance is finite and is the unique bounded solution of

\[
V=K(V+M^2). \tag{9}
\]

**Proof.** Consider again the avalanche truncated after generation \(n\), with mean \(M_n\) and variance \(V_n\). For \(n=0\) the count is 1 and its variance is zero. The count up to generation \(n+1\) is 1 plus the counts, up to \(n\) further generations, of the avalanches started along the two paths. The constant 1 has no variance. The two paths are independent, and the variance rule of Lemma 1 applies to each, with the second moment \(V_n+M_n^2\) for one contribution. Thus

\[
V_{n+1}=K(V_n+M_n^2). \tag{10}
\]

To bound these variances, let \(\mu\) be the largest value of \(M(x)\). The claim is that \(V_n\le\mu^2(M-1)\) for every \(n\). It holds for \(n=0\), since \(M\ge1\). If it holds for \(n\), then (10) and \(M_n\le\mu\) give

\[
V_{n+1}\le K\big[\mu^2(M-1)+\mu^2\big]=\mu^2KM=\mu^2(M-1),
\]

where the last step is \(M=1+KM\). So the claim holds for all \(n\), and the second moments \(V_n+M_n^2\) are bounded. They increase with \(n\), because the truncated count itself does, and they converge to the second moment of the full avalanche. That moment is finite, and the limit of (10) is (9).

For uniqueness, let \(d\) be the difference of two bounded solutions. Then \(d=Kd\). Differentiation gives \(d'=-(\alpha-\beta)d\), so \(d=d(0)e^{-\varphi}\). At \(x=0\) the equation \(d=Kd\) becomes

\[
d(0)=d(0)\int_0^W\alpha e^{-\varphi}dx=d(0)\left(1-\frac1{M_0}\right),
\]

by (6). Hence \(d(0)/M_0=0\), and \(d\) vanishes. \(\square\)

The two terms in (9) have separate meanings. The term \(KV\) carries on the size fluctuations of the secondary avalanches. The term \(KM^2\) is the randomness of whether and where those avalanches start, and it is the source of all the noise.

### Proposition 4: the noise factor for arbitrary profiles

There is a constant \(c\), the same at every \(x\), such that

\[
V(x)=M(x)^2+c\,M(x),\qquad c=2\int_0^W\alpha M^2\,dx-M_0^2, \tag{11}
\]

and the noise factor for electron injection is

\[
F=2+\frac{c}{M_0}=2-M_0+\frac{2}{M_0}\int_0^W\alpha M^2\,dx. \tag{12}
\]

**Proof.** Differentiating (9) as before gives

\[
V'=-(\alpha-\beta)(V+M^2).
\]

Since \(M\) is positive, one may write \(V=Mg\). With (7) the left side is

\[
V'=M'g+Mg'=-(\alpha-\beta)Mg+Mg'.
\]

The right side is \(-(\alpha-\beta)Mg-(\alpha-\beta)M^2\). The terms with \(g\) cancel, and division by \(M\) leaves

\[
g'=-(\alpha-\beta)M=M'.
\]

So \(g=M+c\) with a constant \(c\), and \(V=M^2+cM\).

The constant follows from (9) at \(x=0\), where the hole term vanishes. There \(V+M^2=2M^2+cM\), and (8) gives \(\int_0^W\alpha M\,dx=M_0-1\). Therefore

\[
M_0^2+cM_0=2\int_0^W\alpha M^2\,dx+c(M_0-1).
\]

The terms \(cM_0\) cancel, and what remains is the value of \(c\) in (11). Finally, (1) gives \(F=1+(M_0^2+cM_0)/M_0^2=2+c/M_0\). \(\square\)

No relation between \(\alpha\) and \(\beta\) has been used so far. For a pair born at any \(x\), the same step gives

\[
\frac{\langle m(x)^2\rangle}{\langle m(x)\rangle^2}=2+\frac{c}{M(x)}, \tag{13}
\]

so one constant fixes the noise for every place of birth.

## Part II. Constant ionization ratio: the formula, its limits and its failure

Electrons move towards \(x=W\) and holes towards \(x=0\), with local ionization coefficients \(\alpha(x)\) and \(\beta(x)\). The mean number of pairs from one pair born at \(x\) is \(M(x)\), and \(M_0=M(0)\) is the gain for an electron injected at \(x=0\). Part I gave, for any profiles with finite gain,

\[
M'=-(\alpha-\beta)M,\qquad \int_0^W\alpha M\,dx=M_0-1, \tag{14}
\]

\[
F=2+\frac{c}{M_0},\qquad c=2\int_0^W\alpha M^2\,dx-M_0^2. \tag{15}
\]

The low-frequency current noise is \(2I_0M_0^2F\) for a primary current \(I_0\), in units where the elementary charge is 1. From here on \(M\) without an argument is the function \(M(x)\) in integrals, in differential equations and in the weight \(w\) of Remark 5. Elsewhere it means \(M_0\).

### Theorem (McIntyre's formula)

Let assumptions 1 to 4 hold, and let \(\beta(x)=k\,\alpha(x)\) with one constant \(k\ge0\) throughout the region. Then, whatever the shape of \(\alpha(x)\),

\[
F=kM+(1-k)\left(2-\frac1M\right). \tag{16}
\]

**Proof for \(k\ne1\).** The first equation in (14) becomes \(M'=-(1-k)\alpha M\), so that \(\alpha M=-M'/(1-k)\). Integrating this over the region and using the second equation in (14) gives

\[
M_0-1=\frac{M_0-M(W)}{1-k},\qquad\text{so}\qquad M(W)=kM_0+1-k. \tag{17}
\]

Multiplying \(\alpha M=-M'/(1-k)\) by \(2M\) and integrating gives

\[
2\int_0^W\alpha M^2dx=\frac{M_0^2-M(W)^2}{1-k}
=\frac{M_0-M(W)}{1-k}\,\big[M_0+M(W)\big].
\]

The fraction is \(M_0-1\), and the bracket is \((1+k)M_0+1-k\), both by (17). Multiplied out,

\[
2\int_0^W\alpha M^2dx=(M_0-1)\big[(1+k)M_0+1-k\big]
=(1+k)M_0^2-2kM_0-(1-k),
\]

where the linear term is \((1-k)M_0-(1+k)M_0=-2kM_0\). Subtracting \(M_0^2\) gives

\[
c=kM_0^2-2kM_0-(1-k)=k(M_0-1)^2-1. \tag{18}
\]

With (15), \(F=2+kM-2k-(1-k)/M\). Since \(2-2k=2(1-k)\), this is (16).

**Proof for \(k=1\).** Now \(M'=0\), and \(M(x)=M_0\) everywhere. Then \(\int\alpha M^2dx=M_0\int\alpha M\,dx=M_0(M_0-1)\), and (15) gives \(c=2M_0(M_0-1)-M_0^2=M_0^2-2M_0\). Hence \(F=2+M_0-2=M_0\), which is (16) at \(k=1\). \(\square\)

### Remark 1: the part due to holes

Inserting the second form of (18) in (15) separates the formula into

\[
F=\left(2-\frac1M\right)+k\,\frac{(M-1)^2}{M}. \tag{19}
\]

The first term is the noise factor when holes do not ionize. It stays below 2 at any gain. The second term comes from ionization by holes, which start new avalanches on their way back towards the entrance. It grows in proportion to \(kM\) at large gain. At a given gain, \(F\) rises with \(k\), since the factor of \(k\) in (19) is positive for \(M>1\).

Near unit gain the ratio drops out. With \(M=1+p\), the hole term is about \(kp^2\), so if both \(p\) and \(kp\) are small compared with 1, then \(F\approx1+p\). The same follows from direct counting. An electron then makes one extra pair with probability \(p\) and almost never more, so \(\langle m^2\rangle\approx(1-p)+4p=1+3p\), while \(M^2\approx1+2p\).

### Remark 2: gain and breakdown

The shape of \(\alpha(x)\) enters through the single number \(A=\int_0^W\alpha\,dx\). For \(k\neq1\), integrating \(M'=-(1-k)\alpha M\) gives \(M(W)=Me^{-(1-k)A}\). Equating this to (17) yields

\[
M=\frac{1-k}{e^{-(1-k)A}-k},\qquad
A=\frac{1}{1-k}\ln\frac{M}{kM+1-k}. \tag{20}
\]

For \(k=1\), (14) gives \(M-1=AM\), or \(M=1/(1-A)\). If \(k=0\), then \(M=e^A\), which is finite for every finite \(A\). If \(k>0\), the gain diverges at a finite \(A\), equal to \(\ln(1/k)/(1-k)\) for \(k\ne1\) and to 1 for \(k=1\). On approach to this breakdown \(F\approx kM\), and the current noise grows as \(kM^3\). Beyond it the theorem has no content, because assumption 4 fails.

### Remark 3: injection of holes

A hole injected at \(x=W\) is equivalent to a pair born there. Reflecting the axis and exchanging the names of the carriers turns this case into the one already solved, with the ratio \(\alpha/\beta=1/k\) in place of \(k\). For \(k>0\) the noise factor is therefore

\[
F_h=\frac{M_h}{k}+\left(1-\frac1k\right)\left(2-\frac1{M_h}\right),\qquad M_h=M(W)=kM+1-k. \tag{21}
\]

At equal gain \(M\), the form (19) shows that hole injection is noisier than electron injection by \((1/k-k)(M-1)^2/M\), which is positive for \(k<1\). At a given gain, injecting the carrier that ionizes more readily therefore gives the lower noise factor. At a given bias the two gains differ, and the order can be reversed. For \(k<1\) and \(M>1\), (13) gives \(F_h<F\) when \(c<0\), which by (18) means \(k(M-1)^2<1\). The hole gain is then still the smaller one.

### Remark 4: the gain at which to stop

Let the amplifier add a noise density \(S_a\) that does not depend on the gain. Assume also that \(k\) and \(I_0\) stay fixed as the bias is changed, and that dark current is negligible. The signal is proportional to \(M\), so the noise relative to the squared gain is the quantity to minimize:

\[
N(M)=2I_0F(M)+\frac{S_a}{M^2}.
\]

From (16), \(dF/dM=k+(1-k)/M^2\). Setting \(dN/dM=0\) and multiplying by \(M^3/(2I_0)\) gives

\[
kM^3+(1-k)M=\frac{S_a}{I_0}. \tag{22}
\]

The left side equals 1 at \(M=1\). Its derivative \(3kM^2+1-k\) is at least \(1+2k\) for \(M\ge1\), so it rises steadily. If \(S_a>I_0\), there is one best gain above 1. Otherwise multiplication does not help. For \(k=0\) the best gain is \(S_a/I_0\). When \(kM^2\) is large compared with \(|1-k|\), it is close to the cube root of \(S_a/(kI_0)\).

### Worked example

Take a model wide-gap junction with round parameters that stand for no particular material. The region is 5000 Å wide. The force \(E(x)\) on a carrier falls linearly from its peak at \(x=0\), with slope \(2\times10^{-6}\) eV/Å². The electron coefficient is \(\alpha=a\,e^{-b/E}\) with \(a=0.05\) Å⁻¹ and \(b=0.2\) eV/Å, and \(k=0.2\). The peak force is to be set so that \(M=10\).

By (17), \(M(W)=0.2\times10+0.8=2.8\). By (20), the required ionization integral is

\[
A=\frac{\ln(10/2.8)}{0.8}=1.591 .
\]

Solving \(\int_0^W\alpha\,dx=A\) numerically gives a peak force of 0.0442 eV/Å, or \(8.60\times10^{-4}\) atomic units. The force at the far edge is lower by \(5000\times2\times10^{-6}=0.01\) eV/Å, and a carrier that crosses the region falls through 196 eV. The noise factor is

\[
F=0.2\times10+0.8\times(2-0.1)=2.00+1.52=3.52 .
\]

The current noise is \(M^2F=352\) times the primary shot noise, where a noiseless multiplier would give 100. In the form (19), the first term is 1.90, the noise factor of a device without hole ionization run at the same gain of 10, and the hole term adds \(0.2\times81/10=1.62\). The comparison is at equal gain. At the same bias, a device without hole ionization would have only \(M=e^{A}=4.9\).

At the same bias, holes injected at the far edge have a gain of only 2.8. The constant (18) is \(c=0.2\times81-1=15.2\), and (13) gives \(F_h=2+15.2/2.8=7.43\), in agreement with (21). Hole injection here yields less gain and a larger noise factor.

By (22), a gain of 10 is the best choice when \(S_a/I_0=0.2\times1000+0.8\times10=208\). With the same amplifier and \(k=0\), the best gain would be 208. The hole feedback thus moves the best gain down by a factor of about 20 in this model. The minimum for \(k=0\) is very flat: \(N/I_0\) is 4.16 at \(M=30\) and 4.00 at \(M=208\). The lowest attainable \(N/I_0\) is 9.12 for \(k=0.2\), about 2.3 times larger.

A direct solution of the integral equations for the mean and variance, made without their closed solutions, reproduces (16) for \(k=0\), 0.2, 1 and 5 at gain 10. The noise factors are 1.90, 3.52, 10.0 and 42.4. A simulation that follows each carrier from one ionization to the next gives \(F=3.50\pm0.02\) for \(k=0.2\), where the uncertainty is one standard error. The values are in the numerical output.

### Remark 5: a ratio that varies in space

If \(\beta/\alpha\) depends on \(x\), (15) still holds but (16) does not follow. The question is whether (16) may be used with the mean ratio \(\bar k=\int\beta\,dx/\int\alpha\,dx\).

To find the sign of the error, first rewrite \(c\). Multiplying the first equation in (14) by \(2M\) and integrating gives

\[
M(W)^2-M_0^2=-2\int_0^W\alpha M^2dx+2\int_0^W\beta M^2dx ,
\]

so that \(c=2\int\beta M^2dx-M(W)^2\). For a pair born at \(x=W\) only the hole has a path, hence \(M(W)=1+\int\beta M\,dx\). Inserting this in \(F=2+c/M_0\) gives

\[
F=2-\frac1{M_0}+\frac1{M_0}\left[2\int_0^W\beta M(M-1)\,dx-\Big(\int_0^W\beta M\,dx\Big)^2\right]. \tag{23}
\]

To leading order in \(\beta\) the squared term drops out, and \(M(x)\) in the first integral may be taken without hole ionization. It then falls from \(M_0\) to 1. The weight \(w=M(M-1)\) falls too, so a hole ionization near \(x=0\) adds the most noise.

Let \(s=\int_0^x\alpha\,dx'\) and \(\kappa=\beta/\alpha\), so that \(\beta\,dx=\kappa\,ds\). If \(\kappa\) falls with \(s\), as \(w\) does, then \([\kappa(s)-\kappa(t)][w(s)-w(t)]\ge0\) for all \(s\) and \(t\). Integrating this over both variables from 0 to \(A\) gives

\[
\int_0^A\kappa w\,ds\;\ge\;\bar k\int_0^A w\,ds .
\]

The right side is what a constant ratio \(\bar k\) would give. So at leading order in \(\beta\), and at the actual gain, formula (16) with \(\bar k\) underestimates the noise when the ratio falls along the electrons' path. It overestimates the noise when the ratio rises, since the inequality is then reversed.

The computed cases keep \(\alpha(x)\) from the example and let \(\beta/\alpha\) vary linearly in \(s\) between 0.3 and 0, so that \(\bar k=0.15\) in both.

- Falling ratio: the gain is 10.7 and \(F=3.93\), while (16) with \(\bar k\) gives 3.23. The formula is 18 % below the true \(F\) of the model.
- Rising ratio: the gain is 6.2 and \(F=2.14\), while (16) gives 2.50. The formula is 17 % above the true \(F\) of the model.

Here \(\bar kM\) is 1.6 in the first case and 0.9 in the second, so the leading order is not accurate, but the signs agree with it. The gains differ although both coefficients have the same integrals. By (14), \(M(x)=M_0\exp[-\int_0^x(\alpha-\beta)dx']\), and the second equation there becomes

\[
\frac1{M_0}=1-\int_0^W\alpha\,\exp\Big[-\int_0^x(\alpha-\beta)\,dx'\Big]dx .
\]

The falling ratio has the larger \(\int_0^x\beta\,dx'\) at every interior \(x\), hence the larger integral and the larger gain. When the ratio varies this much, the profiles should be carried through (15), which costs one more integral than the gain itself.

### Remark 6: the local assumption

A carrier that has just been created or has just ionized must gain energy before it can ionize again. Assumption 1 neglects this. For a chosen threshold of 5 eV, the shortest distance needed at the peak force is \(5/0.0442\approx113\) Å. The mean ionization length there is \(1/\alpha(0)\approx1840\) Å, so the neglected distance is about 6 % of it. This ratio compares two lengths and is not an error estimate for \(F\). With any such distance the probability of ionizing depends on the carrier's history, Lemma 1 no longer applies along its path, and (16) is only an approximation. The effect is not negligible at 6 %. If every carrier, the injected one included, must first gain 5 eV and the coefficients are otherwise unchanged, the gain at the same peak force falls from 10 to about 7, and at a gain of 10 the noise factor is 3.37 instead of 3.52. When the two lengths become comparable, (16) should not be used.

## Values computed for the example and the checks

```
region width = 5000 angstrom
slope of force = 2.0e-06 eV/angstrom^2
ionization prefactor a = 0.050 1/angstrom
critical force b = 0.200 eV/angstrom
ratio k = 0.20, target gain = 10.0 (no unit)
integral of alpha = 1.5912 (no unit)
peak force = 0.04423 eV/angstrom
peak force = 8.6006e-04 atomic units
force at far edge = 0.03423 eV/angstrom
energy drop across region = 196.13 eV
alpha at x=0 = 5.4324e-04 1/angstrom
alpha at far edge = 1.4493e-04 1/angstrom
ionization length at x=0 = 1841 angstrom
chosen threshold = 5.0 eV
dead length at peak force = 113.1 angstrom
dead length / ionization length = 0.0614 (no unit)
Integral equations at equal gain (no units):
  k=0.0: M=10.000, F=1.900, formula=1.900
  k=0.2: M=10.000, F=3.520, formula=3.520
  k=0.2: M(W)=2.800, c=15.200, V(0)=252.00
  k=0.2: M^2 F=352.00, hole-injection F=7.429
  k=1.0: M=10.000, F=10.000, formula=10.000
  k=5.0: M=10.000, F=42.400, formula=42.400
Varying ratio beta/alpha, between 0.3 and 0 (no units):
  falling: mean ratio=0.150, M=10.723, F=3.927, k formula=3.229
  rising: mean ratio=0.150, M=6.225, F=2.143, k formula=2.497
Monte Carlo of single free flights (no units):
  k=0.0: M=10.029, F=1.905 +- 0.004, formula=1.900
  k=0.2: M=10.026, F=3.501 +- 0.023, formula=3.520
  charge variance per primary=354.1, <m^2>=352.0
  k=1.0: M=3.992, F=4.018 +- 0.037, formula=4.000
primaries per Monte Carlo case = 200000
```
